# Localization length of a dimerized chain and its dependence on orbital positions: a numerical check

```python
"""
Result under test: a half-filled chain with alternating hoppings v > w > 0
and both orbitals of each cell at the same position has
    lambda^2 = w^2 / (8 (v^2 - w^2))      (units of lattice constant squared)
lambda^2 : bulk variance of total electron position, per electron
v, w     : hopping inside a cell, hopping between neighbouring cells
tau      : displacement of the second orbital, in lattice constants
phi(k)   : phase of v + w exp(i k); P(k): projector on the lower band
The example uses rough values in the regime of trans-polyacetylene.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse.linalg import LinearOperator, eigsh


def formula(v, w):
    return w**2 / (8 * (v**2 - w**2))


def hamiltonian(v, w, cells, ring):
    """v and w may be numbers or one value per cell."""
    intra = np.broadcast_to(v, cells)
    inter = np.broadcast_to(w, cells)
    h = np.zeros((2 * cells, 2 * cells))
    for j in range(cells):
        a, b = 2 * j, 2 * j + 1
        h[a, b] = h[b, a] = -intra[j]
        if ring or j < cells - 1:
            c = (2 * j + 2) % (2 * cells)
            h[b, c] = h[c, b] = -inter[j]
    return h


def positions(cells, tau=0.0):
    x = np.repeat(np.arange(cells, dtype=float), 2)
    x[1::2] += tau
    return x


def occupied(h):
    return np.linalg.eigh(h)[1][:, :len(h) // 2]


def open_variance(v, w, cells, tau=0.0):
    c = occupied(hamiltonian(v, w, cells, False))
    x = positions(cells, tau)
    xc = (x - x.mean())[:, None] * c
    return np.sum((xc - c @ (c.T @ xc))**2)


def open_slope(v, w, tau=0.0):
    """Added variance per added cell removes the contribution of the ends."""
    return (open_variance(v, w, 90, tau) - open_variance(v, w, 60, tau)) / 30


def ring_lambda2(v, w, cells, tau=0.0):
    c = occupied(hamiltonian(v, w, cells, True))
    phase = np.exp(2j * np.pi * positions(cells, tau) / cells)
    log_abs = np.linalg.slogdet(c.T @ (phase[:, None] * c))[1]
    return -2 * log_abs * (cells / (2 * np.pi))**2 / cells


def phase_slope(k, v, w):
    return w * (w + v * np.cos(k)) / (v**2 + w**2 + 2 * v * w * np.cos(k))


def bloch_projector(k, v, w):
    off = -(v + w * np.exp(-1j * k))
    u = np.linalg.eigh(np.array([[0, off], [np.conj(off), 0]]))[1][:, 0]
    return np.outer(u, u.conj())


# Example inputs: rough values, energies in eV and lengths in nm
v, w, lattice = 2.85, 2.15, 0.245
ratio = w / v
lam2 = formula(v, w)

# Bulk variance from real-space diagonalization
slope = open_slope(v, w)
assert abs(slope / lam2 - 1) < 1e-7
assert abs(open_slope(1.0, 0.4) / formula(1.0, 0.4) - 1) < 1e-7

# Many-body phase on a ring; finite-size error should fall as 1/L^2
ring200, ring400 = ring_lambda2(v, w, 200), ring_lambda2(v, w, 400)
error_ratio = (ring200 - lam2) / (ring400 - lam2)
assert 3.8 < error_ratio < 4.2
assert abs((4 * ring400 - ring200) / 3 / lam2 - 1) < 1e-4

# Metric from numerical projectors against the phase slope
step = 1e-4
for k in (0.0, 0.7, 1.9, 2.8, np.pi):
    dp = (bloch_projector(k + step, v, w)
          - bloch_projector(k - step, v, w)) / (2 * step)
    metric = 0.5 * np.trace(dp @ dp).real
    assert abs(metric - phase_slope(k, v, w)**2 / 4) < 1e-5

# Fourier coefficients and zero mean of the phase slope
grid = 2 * np.pi * np.arange(400) / 400
slope_k = phase_slope(grid, v, w)
assert abs(slope_k.mean()) < 1e-12
for n in range(1, 8):
    coefficient = 2 * np.mean(slope_k * np.cos(n * grid))
    assert abs(coefficient + (-ratio)**n) < 1e-12
mean_square = np.mean(slope_k**2)
assert abs(mean_square - ratio**2 / (2 * (1 - ratio**2))) < 1e-12

# Wannier function at the middle of an open chain
cells = 60
c = occupied(hamiltonian(v, w, cells, False))
x = positions(cells)
centres, rotation = np.linalg.eigh(c.T @ (x[:, None] * c))
density = (c @ rotation[:, cells // 2])**2
wannier_spread = density @ x**2 - (density @ x)**2
assert abs(wannier_spread / lam2 - 1) < 1e-6

# Separated orbitals and the opposite dimerization
tau = 0.5
separated = open_slope(v, w, tau)
assert abs(separated - lam2 - tau**2 / 4) < 1e-7
reversed_values = []
for shift in (0.0, 0.3):
    small = ring_lambda2(1.0, 2.0, 100, shift)
    large = ring_lambda2(1.0, 2.0, 200, shift)
    value = (4 * large - small) / 3
    expected = (1 - shift)**2 / 4 + 1.0**2 / (8 * (2.0**2 - 1.0**2))
    assert abs(value - expected) < 1e-4
    reversed_values.append(value)

# Gap from the Bloch energies on a grid containing the zone boundary
gap = 2 * np.min(np.abs(v + w * np.exp(1j * grid)))
assert abs(gap - 2 * (v - w)) < 1e-10

# Width along the chain of a carbon 2p orbital perpendicular to it
zeta = 1.625  # Slater exponent in inverse Bohr radii
radial = (quad(lambda r: r**6 * np.exp(-2 * zeta * r), 0, np.inf)[0]
          / quad(lambda r: r**4 * np.exp(-2 * zeta * r), 0, np.inf)[0])
angular = (quad(lambda t: np.sin(t)**3 * np.cos(t)**2, 0, np.pi)[0]
           / (2 * quad(lambda t: np.sin(t) * np.cos(t)**2, 0, np.pi)[0]))
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
orbital_width2 = radial * angular * bohr_nm**2

# On-site repulsion: exact ground state of five open cells with spin
small_cells = 5
sites = 2 * small_cells
states = list(combinations(range(sites), small_cells))
index = {s: i for i, s in enumerate(states)}
occupation = np.zeros((len(states), sites))
hop = np.zeros((len(states), len(states)))
h_small = hamiltonian(v, w, small_cells, False)
for i, s in enumerate(states):
    occupation[i, list(s)] = 1
    for p in s:
        for q in (p - 1, p + 1):
            if 0 <= q < sites and q not in s:
                target = tuple(sorted(set(s) - {p} | {q}))
                hop[index[target], i] = h_small[q, p]
double = occupation @ occupation.T
x_spin = occupation @ positions(small_cells)
x_total = x_spin[:, None] + x_spin[None, :]


def interacting_variance(repulsion):
    dim = len(states)

    def apply(vector):
        m = vector.reshape(dim, dim)
        return (hop @ m + m @ hop + repulsion * double * m).ravel()

    op = LinearOperator((dim**2, dim**2), matvec=apply, dtype=float)
    ground = eigsh(op, k=1, which="SA", v0=np.ones(dim**2), tol=1e-9)[1]
    weight = ground.reshape(dim, dim)**2
    mean = np.sum(weight * x_total)
    return np.sum(weight * (x_total - mean)**2) / sites


repulsion = 6.0  # rough effective on-site repulsion, eV
free_small = interacting_variance(0.0)
repelled_small = interacting_variance(repulsion)
# Two independent spin species give the same variance per electron
assert abs(free_small - open_variance(v, w, small_cells) / small_cells) < 1e-6
assert repelled_small < free_small

# Zero-point bond motion as independent static hopping disorder
stretch = 0.18     # rough bond-stretch quantum, eV
coupling = 40.0    # rough change of hopping with bond length, eV/nm
reduced_mass = 6.5 * const.atomic_mass
bond_rms = 1e9 * const.hbar / np.sqrt(2 * reduced_mass * stretch * const.e)
hop_rms = coupling * bond_rms
rng = np.random.default_rng(7)
samples = np.array([
    ring_lambda2(v + hop_rms * rng.standard_normal(60),
                 w + hop_rms * rng.standard_normal(60), 60)
    for _ in range(200)]) / ring_lambda2(v, w, 60)
disorder_error = samples.std(ddof=1) / np.sqrt(len(samples))

temperature = 300.0
thermal = const.k * temperature / const.e
edge_occupation = 1 / (np.exp(gap / (2 * thermal)) + 1)

print(f"intracell hopping v = {v:.2f} eV")
print(f"intercell hopping w = {w:.2f} eV")
print(f"lattice constant a = {lattice:.3f} nm")
print(f"hopping ratio w/v = {ratio:.4f}")
print(f"band gap = {gap:.3f} eV")
print(f"phase slope at k=0: {phase_slope(0, v, w):.4f} (a)")
print(f"phase slope at k=pi: {phase_slope(np.pi, v, w):.4f} (a)")
print(f"mean squared phase slope = {mean_square:.5f} a^2")
print(f"lambda^2, formula = {lam2:.6f} a^2")
print(f"lambda^2, open chains = {slope:.6f} a^2")
print(f"lambda^2, ring of 200 cells = {ring200:.6f} a^2")
print(f"lambda^2, ring of 400 cells = {ring400:.6f} a^2")
print(f"ring error ratio, 200 to 400 cells = {error_ratio:.3f}")
print(f"Wannier variance = {wannier_spread:.6f} a^2")
print(f"lambda = {np.sqrt(lam2):.4f} a")
print(f"lambda^2 = {lam2 * lattice**2:.6f} nm^2")
print(f"lambda = {np.sqrt(lam2) * lattice:.4f} nm")
print(f"orbital separation for comparison = {tau:.2f} a")
print(f"lambda^2 with separated orbitals = {separated:.6f} a^2")
print(f"lambda^2 with separated orbitals = {separated*lattice**2:.6f} nm^2")
print(f"lambda with separated orbitals = {np.sqrt(separated)*lattice:.4f} nm")
print(f"increase of lambda^2 by separation = {100*(separated/lam2-1):.1f} %")
print(f"reversed chain v=1, w=2, tau=0: {reversed_values[0]:.5f} a^2")
print(f"reversed chain v=1, w=2, tau=0.3: {reversed_values[1]:.5f} a^2")
print(f"carbon 2p Slater exponent = {zeta:.3f} per Bohr radius")
print(f"carbon 2p variance along chain = {orbital_width2:.6f} nm^2")
print(f"2p variance / lambda^2 = {100*orbital_width2/(lam2*lattice**2):.1f} %")
print(f"rough on-site repulsion U = {repulsion:.1f} eV")
print(f"five open cells, U=0: variance/electron = {free_small:.5f} a^2")
print(f"five open cells, with U: variance/electron = {repelled_small:.5f} a^2")
print(f"change due to U = {100*(repelled_small/free_small-1):.1f} %")
print(f"rough bond-stretch quantum = {stretch:.2f} eV")
print(f"rough hopping-bond coupling = {coupling:.0f} eV/nm")
print(f"zero-point bond-length rms = {bond_rms:.5f} nm")
print(f"zero-point hopping rms = {hop_rms:.3f} eV")
print(f"disorder: mean change of lambda^2 = {100*(samples.mean()-1):.1f} %")
print(f"disorder: standard error of change = {100*disorder_error:.1f} %")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy = {thermal:.5f} eV")
print(f"thermal occupation at upper band edge = {edge_occupation:.2e}")
print("OK")
```

It prints:

```
intracell hopping v = 2.85 eV
intercell hopping w = 2.15 eV
lattice constant a = 0.245 nm
hopping ratio w/v = 0.7544
band gap = 1.400 eV
phase slope at k=0: 0.4300 (a)
phase slope at k=pi: -3.0714 (a)
mean squared phase slope = 0.66036 a^2
lambda^2, formula = 0.165089 a^2
lambda^2, open chains = 0.165089 a^2
lambda^2, ring of 200 cells = 0.165011 a^2
lambda^2, ring of 400 cells = 0.165070 a^2
ring error ratio, 200 to 400 cells = 3.998
Wannier variance = 0.165089 a^2
lambda = 0.4063 a
lambda^2 = 0.009909 nm^2
lambda = 0.0995 nm
orbital separation for comparison = 0.50 a
lambda^2 with separated orbitals = 0.227589 a^2
lambda^2 with separated orbitals = 0.013661 nm^2
lambda with separated orbitals = 0.1169 nm
increase of lambda^2 by separation = 37.9 %
reversed chain v=1, w=2, tau=0: 0.29167 a^2
reversed chain v=1, w=2, tau=0.3: 0.16417 a^2
carbon 2p Slater exponent = 1.625 per Bohr radius
carbon 2p variance along chain = 0.001591 nm^2
2p variance / lambda^2 = 16.1 %
rough on-site repulsion U = 6.0 eV
five open cells, U=0: variance/electron = 0.08458 a^2
five open cells, with U: variance/electron = 0.04578 a^2
change due to U = -45.9 %
rough bond-stretch quantum = 0.18 eV
rough hopping-bond coupling = 40 eV/nm
zero-point bond-length rms = 0.00423 nm
zero-point hopping rms = 0.169 eV
disorder: mean change of lambda^2 = 3.1 %
disorder: standard error of change = 0.5 %
temperature = 300 K
thermal energy = 0.02585 eV
thermal occupation at upper band edge = 1.74e-12
OK
```
